# Early currents of instantaneous and progressive diffusion-controlled nucleation, part 2

After a potential step at $t=0$, metal ions of charge number $n$, bulk concentration $c$ and diffusivity $D$ deposit on a flat, inert electrode. The question is how the current grows with time, and where the ideal laws hold. $F$ is the Faraday constant, $V$ the molar volume of the deposit, and $i$ the current per area of the whole electrode (mean current for random births), with cathodic current positive.

The ideal laws assume:

1. Nuclei are hemispheres of radius $R$ that start from negligible radius.
2. Ions are discharged at once at the metal.
3. Ions move by diffusion alone, in liquid at rest with excess supporting salt.
4. $S=cV$ is small.
5. Each nucleus draws on undepleted solution.

**Lemma 1.** In a steady field, with $r$ the distance from the centre of the hemisphere's base, the ion concentration and the current into one nucleus are
$$C(r)=c\left(1-\frac Rr\right),\qquad I_1=2\pi nFDcR.$$

**Lemma 2.** A nucleus of age $a$ has $R=(2SDa)^{1/2}$ and $I_1=K a^{1/2}$.

**Theorem.** For $N$ nuclei per area all present at $t=0$ (instantaneous), or births at the constant rate $J$ per area and time (progressive),
$$i_{\rm inst}=N K\,t^{1/2},\qquad i_{\rm prog}=\tfrac23\,J K\,t^{3/2},\qquad K=\pi nF\,(2Dc)^{3/2}V^{1/2}.$$

The ideal radius of the oldest nucleus is $R_0=(2SDt)^{1/2}$.

The example, with rough values for lead at 298.15 K, has $n=2$, $D=1.0\times10^{-5}$ cm²/s, $c=10$ mM, $V=18.3$ cm³/mol and $S=1.83\times10^{-4}$. The chosen nucleation parameters are $N=1.0\times10^6$ cm⁻² and $J=5.0\times10^7$ cm⁻² s⁻¹. At 20 ms both electrodes carry equal numbers of nuclei, $R_0=85.6$ nm, and the ideal currents are 1.037 (instantaneous) and 0.692 mA/cm² (progressive). Nucleation sites are finite in number, and used-up sites lower the progressive current by 0.08 % at 20 ms. All percentages below refer to these ideal currents at 20 ms unless stated otherwise.

### Proposition 2: the unsteady field changes the factor, not the exponent

*If the full diffusion equation replaces the steady field and the liquid stays at rest, an isolated nucleus born at $t=0$ grows as $R=\lambda\sqrt{Dt}$, where*

$$S=\frac{\lambda^2}{2}\left[1-\frac{\sqrt\pi}{2}\,\lambda\,e^{\lambda^2/4}\,\mathrm{erfc}\!\left(\frac\lambda2\right)\right].$$

*Its current is still proportional to $t^{1/2}$. To first order in $\sqrt S$ it exceeds $Kt^{1/2}$ by the factor $1+\tfrac32\sqrt{\pi S/2}$.*

*Proof.* Put $s=r/\sqrt{Dt}$ and $C=c f(s)$. The diffusion equation $\partial_tC=D(\partial_r^2C+\tfrac2r\partial_rC)$ becomes

$$-\frac s2f'=f''+\frac2sf',\qquad\text{so}\qquad f'=\frac{g}{s^2}\,e^{-s^2/4}$$

with a constant $g$. The conditions $f(\lambda)=0$ and $f(\infty)=1$ fix it by $gG=1$, where integration by parts gives

$$G=\int_\lambda^\infty\frac{e^{-s^2/4}}{s^2}ds=\frac{e^{-\lambda^2/4}}{\lambda}-\frac12\int_\lambda^\infty e^{-s^2/4}ds=\frac{e^{-\lambda^2/4}}{\lambda}-\frac{\sqrt\pi}2\,\mathrm{erfc}\!\left(\frac\lambda2\right).$$

The surface advances at the speed $dR/dt=VD\,\partial_rC$, taken at $r=R$. The left side is $\lambda\sqrt D/(2\sqrt t)$ and the right side is $S\sqrt{D/t}\,f'(\lambda)$. Hence $\lambda/2=S\,e^{-\lambda^2/4}/(\lambda^2G)$, or $S=\tfrac12\lambda^3e^{\lambda^2/4}G$. Insertion of $G$ gives the stated equation.

The current is $nF/V$ times the growth rate of the volume:

$$I_1=\frac{nF}{V}\,2\pi R^2\frac{dR}{dt}=\frac{\pi nF}{V}\lambda^3D^{3/2}t^{1/2}.$$

With $\lambda^2=2S$ this is $Kt^{1/2}$, so the correction factor is $\lambda^3/(2S)^{3/2}$. For small $\lambda$ the bracket is $1-\tfrac{\sqrt\pi}2\lambda$, and with $\lambda\approx\sqrt{2S}$ in the small term, $\lambda^2\approx2S(1+\sqrt{\pi S/2})$. The power $3/2$ of this gives the stated factor. $\blacksquare$

The correction is positive because a young field has not yet spread to its steady extent, and its gradient is steeper. In the progressive case the same factor multiplies the current of every nucleus, whatever its age, so the exponent $3/2$ is also kept.

A numerical root of the equation for $\lambda$ gives $R^2/(2SDt)=1.0172$ for the example, and hence 2.6 % more current. An implicit finite-difference solution of the moving-boundary problem, started from the steady profile around a small nucleus, settles to the same 1.0172 and to the exponent 0.500.

The deposit also pushes liquid outward. In the limiting case where the liquid makes room for the whole deposit, its speed is $(dR/dt)R^2/r^2$. For a steady field the ion balance is then, with $\epsilon=R(dR/dt)/D\approx S$,

$$r^2\frac{dC}{dr}-\epsilon RC=B .$$

The constant $B$ is $R^2dC/dr$ at the metal, where $C=0$. The solution is $C=\frac{B}{\epsilon R}\left(e^{\epsilon(1-R/r)}-1\right)$, and $C(\infty)=c$ gives $B=cR\,\epsilon/(e^\epsilon-1)\approx cR(1-\epsilon/2)$. The supply falls by about $S/2$, which is 0.01 % here and negligible.

### Proposition 3: slow charge transfer replaces the exponents by 2 and 3

Assumption 2, instant discharge, is now relaxed. Let ions be discharged at the rate $kC_s$ per area, where $C_s$ is their concentration at the metal and $k$ a rate constant. The reverse reaction is neglected, which requires an overpotential $\eta$ with $nF\eta\gg\mathcal RT$, where $\mathcal R$ is the gas constant. Put $b=D/k$, a length.

*In a steady field a nucleus of age $a$ has*

$$R=\sqrt{b^2+2SDa}-b,\qquad I_1=2\pi nFDc\,\frac{R^2}{R+b},\qquad \frac{d\ln I_1}{d\ln a}=\frac12\left(\frac{R+2b}{R+b}\right)^2 .$$

*Proof.* The arriving flux $D(c-C_s)/R$ equals the discharged flux $kC_s$. Solving for $C_s$ gives $C_s=cD/(D+kR)$, and the flux is $kC_s=Dc/(R+b)$. Multiplication by $2\pi R^2nF$ gives $I_1$. The surface moves at $V$ times the flux, so $(R+b)\,dR/da=SD$. Integration from $R=0$ gives $\tfrac12R^2+bR=SDa$, whose positive root is the stated radius.

For the exponent, $d\ln I_1/dR=2/R-1/(R+b)=(R+2b)/[R(R+b)]$. Also $a\,dR/da=SDa/(R+b)=R(R+2b)/[2(R+b)]$. The product of the two is the stated expression. $\blacksquare$

*Small nuclei, $R\ll b$.* The exponent of one nucleus is 2: the surface advances at the constant speed $Sk$, and the current follows the area. Summation over constant births adds one power, $\int_0^ta^2da=t^3/3$, so the progressive exponent is 3. Within this model these are the true limits for $t\to0$. The exponents $1/2$ and $3/2$ are initial only in the sense that they precede overlap.

*Large nuclei, $R\gg b$.* To first order in $b/R_0$, $R\approx R_0-b$ and $R+b\approx R_0$. Then $I_1/(Kt^{1/2})=R^2/[(R+b)R_0]\approx1-2b/R_0$. In the progressive case a nucleus of age $a$ loses the current $Ka^{1/2}\cdot2b/(2SDa)^{1/2}$, which does not depend on $a$. The sum is $2bJKt/(2SD)^{1/2}$, and division by $\tfrac23JKt^{3/2}$ gives the relative loss $3b/R_0$. The progressive current suffers more because it contains younger nuclei.

For the example the rate constant is written as

$$k=\frac{i_0}{nFc}\exp\!\left(\frac{\alpha nF\eta}{\mathcal RT}\right),$$

with the assumed exchange current density $i_0=10$ mA/cm² and $\alpha=0.5$. At $\eta=0.25$ V this gives $b=1.15$ nm. The first-order losses are $2\times1.15/85.6=2.7$ % and $3\times1.15/85.6=4.0$ %. The full formula, with numerical integration over ages in the progressive case, gives 2.7 % and 3.9 %. The local exponents at 20 ms are 0.513 and 1.520.

At $\eta=0.10$ V, with $N$, $J$ and $i_0$ held fixed, $b=394$ nm. The radius at 20 ms is then only about 9 nm, and the local exponents are 1.955 and 2.966. The currents fall to 0.0025 and 0.0009 mA/cm². The diffusion laws do not describe this case at all.

The exponent of one nucleus passes continuously from 2 to $1/2$ as it grows. It equals $3/2$ when $(R+2b)/(R+b)=\sqrt3$, that is, at $R=0.37\,b$. A slope of $3/2$ over a short interval is therefore no proof of progressive nucleation; instantaneous nucleation under mixed control can produce it too.

### Proposition 4: the first effect of overlap

Assumption 5 is now relaxed to first order. The nuclei sit at random, independent positions, and their radii are small compared with their distances.

*The mean relative depletion at a nucleus, caused by all the others, is*

$$\delta_{\rm inst}=\pi^{3/2}\sqrt{2S}\,NDt,\qquad \delta_{\rm prog}=\tfrac12\pi^{3/2}\sqrt{2S}\,(Jt)Dt,$$

*and the relative losses of current are $\tfrac54\delta_{\rm inst}$ and $\tfrac{89}{70}\delta_{\rm prog}$.*

*Proof of the depletion.* Seen from afar, a nucleus is a point sink on a reflecting wall. An amount removed there lowers the concentration at distance $d$, after the time $\tau$, by that amount times $2(4\pi D\tau)^{-3/2}e^{-d^2/4D\tau}$. The factor 2 comes from the reflection. Summation over random positions uses $\int_0^\infty2\pi d\,e^{-d^2/4D\tau}\,dd=4\pi D\tau$ and leaves $1/\sqrt{\pi D\tau}$ per unit amount removed per area. The removal rate per area is $i/(nF)$, so

$$\delta(t)=\frac1c\int_0^t\frac{i(t')}{nF}\,\frac{dt'}{\sqrt{\pi D(t-t')}} .$$

By Lemmas 1 and 2, $i_{\rm inst}/(nFc)=2\pi ND\sqrt{2SD}\,t'^{1/2}$. For the progressive case $Nt'^{1/2}$ is replaced by $\tfrac23Jt'^{3/2}$. The substitution $t'=t\sin^2\theta$ gives

$$\int_0^t\frac{t'^{1/2}dt'}{\sqrt{t-t'}}=\frac{\pi t}{2},\qquad\int_0^t\frac{t'^{3/2}dt'}{\sqrt{t-t'}}=\frac{3\pi t^2}{8},$$

and the two depletions follow.

*Proof of the losses.* Each nucleus now sees the concentration $c(1-\delta)$, so $R\,dR/dt=SD(1-\delta)$ and $I_1\propto(1-\delta)R$. The depletion acts twice, through the present supply and through the smaller radius that past supply has built.

In the instantaneous case $\delta$ grows as $t$, and its mean over the past is $\delta/2$. Then $R^2=R_0^2(1-\delta/2)$, the radius is lower by $\delta/4$, and the total loss is $\tfrac54\delta$.

In the progressive case $\delta$ grows as $t^2$. For a nucleus born at $u=wt$, the mean of the depletion over its life is $\delta(1-w^3)/[3(1-w)]=\delta(1+w+w^2)/3$, and its radius is lower by half of this. The mean over nuclei is weighted with their currents, proportional to $\sqrt{1-w}$. With $v=1-w$ and $1+w+w^2=3-3v+v^2$,

$$\frac{\tfrac16\int_0^1\sqrt v\,(3-3v+v^2)\,dv}{\int_0^1\sqrt v\,dv}=\frac{\tfrac16\left(2-\tfrac65+\tfrac27\right)}{\tfrac23}=\frac{19}{70}.$$

The total is $1+\tfrac{19}{70}=\tfrac{89}{70}$. $\blacksquare$

At equal numbers the progressive electrode is depleted half as much, since its nuclei have drawn less metal from the solution. The example has $\delta_{\rm inst}=0.0213$ and $\delta_{\rm prog}=0.0107$ at 20 ms. The first-order losses are 2.7 % and 1.4 %. If the lowered current is fed back into the depletion integral until it no longer changes, the losses are 2.6 % and 1.3 %.

### Proposition 5: residual migration

*With a 1:1 supporting salt of concentration $k_s$, and $n=2$, the steady supply of metal ions is raised by the factor*

$$\beta=\frac{3c+2k_s-2\sqrt{k_s^2+2ck_s}}{c},$$

*and the current by $\beta^{3/2}$.*

*Proof.* Let $\kappa$ and $\mu$ be the concentrations of the supporting cation and of the singly charged anion, and $\phi$ the potential in units of $\mathcal RT/F$. A prime denotes $d/dr$, and $w$ is the inward metal-ion flux divided by $D$. The other ions have no net flux:

$$C'+2C\phi'=w,\qquad \kappa'+\kappa\phi'=0,\qquad \mu'-\mu\phi'=0 .$$

The sum is $C'+\kappa'+\mu'=w-(2C+\kappa-\mu)\phi'=w$, because neutrality requires $\mu=2C+\kappa$. The total concentration thus plays the part that $C$ played in Lemma 1, and the supply is proportional to its drop from bulk to metal. In the bulk the total is $c+k_s+(k_s+2c)$. The product $\kappa\mu$ is constant by the last two equations. At the metal $C=0$, so $\kappa=\mu=\sqrt{k_s(k_s+2c)}$. The drop divided by $c$ is $\beta$. Since $R\,dR/dt=\beta SD$ and $I_1\propto\beta R$, the current rises by $\beta^{3/2}$. $\blacksquare$

For $c=10$ mM and $k_s=1.0$ M the current is 1.5 % higher.

### The usable window

Of the effects estimated so far, kinetic lag sets the start of the window and overlap its end. To first order, a 10 % loss from lag alone corresponds to $R_0=20b$ or $R_0=30b$. Since $t=R_0^2/(2SD)$, with $b=1.15$ nm these radii are reached at 1.4 ms and 3.2 ms. Also to first order, a 10 % loss from overlap alone follows from $\tfrac54\delta_{\rm inst}\propto t$ and $\tfrac{89}{70}\delta_{\rm prog}\propto t^2$, at about 75 ms and 54 ms. At $\eta=0.25$ V the two laws therefore hold to about 10 %, as far as these two effects go, from 1.4 to 75 ms and from 3.2 to 54 ms.

At 20 ms the gains from unsteady diffusion and migration nearly cancel the losses from lag, overlap and used-up sites. The sum is about $-1$ % for both electrodes, so the ratio stays close to $2/3$. The cancellation belongs to these parameters.

The cell adds further errors, sized here with rough values. An uncompensated resistance of 5 Ω cm² causes an ohmic drop of 5 mV at 1.04 mA/cm², which raises $b$ by about a fifth; at the ends of the two windows the drop is about 9 and 13 mV. With a double layer of 20 µF/cm² the charging time constant is 0.10 ms. The charging current $(\eta/5\ \Omega\,\text{cm}^2)\,e^{-10}$ at 1 ms is 0.0023 mA/cm², about 1 % of the ideal instantaneous current then. It is about 30 % of the much smaller ideal progressive current at 1 ms, and this term has died out by 3.2 ms. The time constant acts in two further ways. The overpotential at the interface rises with it, and since $k$ depends exponentially on $\eta$, early growth is delayed. The current in the outer circuit also trails a rising deposition current by about one time constant, a relative loss of $p\times0.10\ \text{ms}/t$ for the exponent $p$. With lag, overlap and these cell effects together, and $N$ and $J$ held fixed, the current lies about 22 % below the ideal one at 1.4 ms (instantaneous) and 14 % below at 3.2 ms (progressive), but only about 6 % below at 20 ms. For this cell the windows therefore start later than the times given above. For a surface energy $\gamma=0.5$ J/m², the gain $nF\eta/V$ per volume added by further growth balances the cost of the surface added with it at the critical radius $2\gamma V/(nF\eta)=0.38$ nm, far below 85.6 nm. A hemisphere of this radius holds only about four atoms, so the estimate is rough. It also shows how sensitive the birth rate is: the classical barrier, $\tfrac{2\pi}{3}\gamma$ times the square of the critical radius, is about $37\,k_BT$ and varies as $1/\eta^2$, so $\ln J$ changes by about 0.3 per mV. An ohmic drop of 3.5 mV would then lower $J$ to about a third, and the progressive law needs a much smaller or compensated resistance. Just above the critical radius, however, little driving force is left and growth is slow. The resulting delay depends on the size at which growth starts. It is not included here and can move the start of the windows to later times.

The real counterpart is lead deposition on a carbon electrode from a dilute lead salt with excess supporting salt. The diffusivity, concentration and molar volume are ordinary values for it. The nucleation parameters are chosen, and on real surfaces they depend on potential and preparation. The value of $i_0$ is assumed too, and at a given overpotential it decides how well the assumption of instant discharge holds. If $i_0$ were ten times smaller at 0.25 V, $b$ would be 11.5 nm and the instantaneous current at 20 ms would be about a quarter below the ideal one. The product $\alpha n=1$ in the exponent is assumed as well; over 0.25 V it yields the very large $k=87$ cm/s. With the value 0.5 in its place, as for a rate-determining transfer of the first electron, $b$ would be 149 nm and the diffusion laws would fail at 20 ms. Growing crystals may also form facets, which the hemisphere leaves out and which is not sized here. A reading of $1/2$ or $3/2$ as a sign of the nucleation mode thus requires nuclei much larger than $b$, little overlap, a known time zero, times long against the charging time of the cell and, for $3/2$, a birth rate that stays constant.

All numerical values are calculated from the stated model.
